# Frozen-phonon Landauer averaging: linear-in-T resistance without an emission threshold

## Definitions and conventions

Electrons move on a chain of sites $n$ with spacing $a$. The bond between sites $n$ and $n+1$ has the stretch $\Delta_n=u_{n+1}-u_n$, where $u_n$ is the displacement of atom $n$ along the chain. The Hamiltonian is

$$H=-\sum_n t_n\big(|n+1\rangle\langle n|+|n\rangle\langle n+1|\big),\qquad t_n=t-\alpha\Delta_n .$$

Stretching a bond weakens it, so $\alpha>0$. Bonds $n=0,\dots,N-1$ may be stretched; all others have $t_n=t$ and form ideal leads. The wavevector $k$ is dimensionless, with $0<k<\pi$, and in the leads

$$E=-2t\cos k,\qquad \hbar v=a\,\frac{dE}{dk}=2ta\sin k .$$

Spin gives a factor 2, and the conductance of one frozen geometry is $(2e^2/h)T$, with $T$ its transmission at the Fermi energy; $\Theta$ denotes temperature. If the atoms run through many geometries during a measurement, the current is averaged, so the frozen-phonon resistance is

$$R=\frac{h}{2e^2}\frac1{\langle T\rangle}.$$

The 1 in $1/\langle T\rangle$ is the contact resistance; $1/\langle T\rangle-1$ is the added resistance in units of $h/2e^2$. Electron-electron interaction and transverse motion are left out, and phonons stay in equilibrium.

## One stretched bond

Let bond 0 have the hopping $\eta t$. Write

$$\psi_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \psi_n=\tau e^{ikn}\ (n\ge1).$$

The equation at site 0 is $-t\psi_{-1}-\eta t\psi_1=E\psi_0$. The left-hand expression, continued to site 1, satisfies the same equation with $\eta=1$. Subtracting the two shows that $\eta\psi_1$ equals the continued value. The same argument at site 1 uses the right-hand expression continued to site 0. Thus

$$\eta\tau e^{ik}=e^{ik}+re^{-ik},\qquad \eta(1+r)=\tau .$$

Inserting the second equation in the first gives $\eta^2(1+r)e^{ik}=e^{ik}+re^{-ik}$, so

$$r=\frac{(1-\eta^2)e^{ik}}{\eta^2e^{ik}-e^{-ik}} .$$

The squared modulus of the denominator is $1+\eta^4-2\eta^2\cos2k=(1-\eta^2)^2+4\eta^2\sin^2k$. With $T=1-|r|^2$,

$$\frac1T-1=\frac{(1-\eta^2)^2}{4\eta^2\sin^2k}. \tag{1}$$

For a small stretch, $\eta=1-\varepsilon$ with $\varepsilon=\alpha\Delta/t$. Then $1-\eta^2\simeq2\varepsilon$, the denominator of $r$ tends to $2i\sin k$, and

$$r\simeq-\frac{i\varepsilon e^{ik}}{\sin k},\qquad |r|^2\simeq\frac{\varepsilon^2}{\sin^2k}.$$

The loss is quadratic in the stretch. A classical spring $K$ has $\langle\Delta^2\rangle=k_B\Theta/K$ by equipartition, so the mean loss is already linear in temperature.

## Two bonds: what averaging does

A wave reaching bond $n$ has acquired the phase $e^{ikn}$, and its reflection acquires it again on the way back. To first order the reflections add:

$$r=-\frac{i e^{ik}}{\sin k}\sum_n\varepsilon_n e^{2ikn}. \tag{2}$$

For two bonds,

$$|r|^2=\frac{\varepsilon_0^2+\varepsilon_1^2+2\varepsilon_0\varepsilon_1\cos2k}{\sin^2k}.$$

If the stretches are independent with zero mean, averaging removes the cross term and the losses add. A single geometry with $\varepsilon_0=\varepsilon_1=\varepsilon$ gives $2\varepsilon^2(1+\cos2k)/\sin^2k$ instead, which is wrong unless $\cos2k=0$. Thermal amplitudes on individual bonds are therefore not enough for a single displacement. Equation (2) shows what must be right: the Fourier component of the stretch at wavevector $2k$.

## Many bonds and harmonic phonons

Take the stretches from a periodic cell of $N$ bonds, with $q=2\pi m/N$ and $\sum_n\Delta_n=0$. The equation of motion $M\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$ gives

$$\omega_q^2=\frac KM(2-2\cos q)=\frac{4K}{M}\sin^2\frac q2 .$$

A normal mode has $\langle|u_q|^2\rangle=(\hbar/2M\omega_q)(2n_q+1)$, where $n_q$ is the Bose occupation. Since $\Delta_q=(e^{iq}-1)u_q$ and $|e^{iq}-1|^2=4\sin^2(q/2)=M\omega_q^2/K$, the stretch spectrum is

$$S(q)=\frac{\hbar\omega_q}{2K}(2n_q+1)=\frac{\hbar\omega_q}{2K}\coth\frac{\hbar\omega_q}{2k_B\Theta}. \tag{3}$$

With $\tilde\Delta(q)=\sum_n\Delta_ne^{-iqn}$ this means $\langle|\tilde\Delta(q)|^2\rangle=NS(q)$. Averaging the square of (2) gives the central quantity

$$s=\frac{N\alpha^2S(2k)}{t^2\sin^2k}. \tag{4}$$

Let $x=\hbar\omega_{2k}/k_B\Theta$. For small $x$, $\coth(x/2)=2/x+x/6+\dots$, hence

$$s=\frac{N\alpha^2k_B\Theta}{Kt^2\sin^2k}\left(1+\frac{x^2}{12}+\dots\right). \tag{5}$$

The leading term is linear in both length and temperature.

**Agreement with Boltzmann transport.** In a normalization length $Na$, the stretches couple $k$ to $-k$ through

$$\langle-k|V|k\rangle=\frac\alpha N\sum_n\Delta_n\big(e^{ik(n+1)}e^{ikn}+e^{ikn}e^{ik(n+1)}\big)=\frac{2\alpha}N\sum_n\Delta_ne^{ik(2n+1)} .$$

Its mean square is $4\alpha^2S(2k)/N$. The density of final states is $Na/(2\pi\hbar v)$, so the golden rule gives the backscattering rate

$$w=\frac{2\pi}\hbar\,\frac{4\alpha^2S}{N}\,\frac{Na}{2\pi\hbar v}=\frac{4\alpha^2Sa}{\hbar^2v},\qquad \frac1\ell=\frac wv=\frac{\alpha^2S}{at^2\sin^2k}=\frac s{Na}.$$

Let a field $\mathcal E$ produce the deviations $g$ for right movers and $-g$ for left movers, with the carrier charge counted as positive. Backscattering relaxes $g$ at the rate $2w$, so $2wg=e\mathcal Ev(-\partial f/\partial E)$. Both directions contribute equally to the current:

$$j=2\cdot2e\int\frac{dE}{h}\,g=\frac{4e}{h}\,\frac{e\mathcal Ev}{2w}=\frac{2e^2}h\,\ell\,\mathcal E .$$

The one-dimensional resistivity is $(h/2e^2)/\ell$, which is the added Landauer resistance $(h/2e^2)s$ divided by $Na$. This derivation treats scattering as quasi-elastic, so it applies for $k_B\Theta\gg\hbar\omega_{2k}$.

## Which average is linear in length?

Multiple reflections matter beyond first order. Let a chain with $\lambda=1/T-1$ be extended by a thin slice of mean reflection $\delta$. Summing the reflections between the two parts gives

$$\frac1{T'}=(1+\lambda)(1+\delta)\big(1+\mathcal R\delta-2\sqrt{\mathcal R\delta}\cos\theta\big),\qquad \mathcal R=\frac{\lambda}{1+\lambda}.$$

Assume that slices are independent and that $\theta$ is uniformly distributed. This is a weak-disorder assumption, to be used away from the band edges and from $k=\pi/2$. To first order in $\delta$, using $\langle\cos^2\theta\rangle=1/2$,

$$\langle d\lambda\rangle=(1+2\lambda)\delta,\qquad \langle d\lambda^2\rangle=2\lambda(1+\lambda)\delta .$$

Expanding any function $F(\lambda)$ to second order, with $ds=\delta$, gives

$$\frac{d\langle F\rangle}{ds}=\big\langle(1+2\lambda)F'+\lambda(1+\lambda)F''\big\rangle=\Big\langle\frac{d}{d\lambda}\big[\lambda(1+\lambda)F'\big]\Big\rangle. \tag{6}$$

- $F=\ln(1+\lambda)$: the bracket is $\lambda$, so $-\langle\ln T\rangle=s$.
- $F=\lambda$: the right side is $1+2\langle\lambda\rangle$, so $\langle1/T\rangle-1=(e^{2s}-1)/2$.
- $F=T$: the bracket is $-\lambda/(1+\lambda)$, so $d\langle T\rangle/ds=-\langle T^2\rangle$.

For the third case apply (6) again. With $F=T^2$ the right side is $-2(1-\lambda)/(1+\lambda)^3=2T^2-4T^3$, and with $F=T^3$ it equals $-3$ at $\lambda=0$. At $s=0$ the first three derivatives of $\langle T\rangle$ are therefore $-1$, $+2$ and $-[2(-2)-4(-3)]=-8$, so

$$\langle T\rangle=1-s+s^2-\tfrac43s^3+\dots$$

Put $y=1-\langle T\rangle$ and use $1/(1-y)=1+y+y^2+y^3+\dots$. The $s^2$ terms cancel, and the $s^3$ coefficient is $\frac43-2+1=\frac13$:

$$\frac1{\langle T\rangle}=1+s+\tfrac13s^3+\dots \tag{7}$$

Averaging the transmission thus keeps Ohm's law through second order, whereas averaging the resistance $1/T$ breaks it at second order. For $s\gtrsim1$ the coherent frozen chain localizes, and its resistance is not that of an ohmic wire.

## One special displacement

Choose every Fourier amplitude at its thermal rms value:

$$\Delta_n=\frac1N\sum_{m\ne0}\sqrt{NS(q_m)}\;e^{i(\phi_m+q_mn)},\qquad \phi_{-m}=-\phi_m . \tag{8}$$

The phase condition makes $\Delta_n$ real; at $m=N/2$ the phase factor must be $\pm1$. If $2k=2\pi m/N$ for an integer $m$, then $|\tilde\Delta(2k)|^2=NS(2k)$, and (2) gives $|r|^2=s$ for this one geometry, whatever the phases. At other energies neighbouring components mix and the phases enter.

Phases also matter at higher order. If all are zero, the waves add up at $n=0$ and one bond takes a huge stretch. The quadratic choice

$$\phi_m=-\frac{2\pi m^2}{N},\qquad 0<m\le N/2\quad(N\text{ a multiple of }4),$$

avoids this. The total phase $\phi_m+2\pi mn/N$ is stationary in $m$ where $-4\pi m/N+2\pi n/N=0$, that is, at $n=2m$. Each wavevector has its own place, and together they fill the cell.

A single geometry has no ensemble average, so it is best read through $-\ln T$, whose mean over the thermal ensemble is $s$. For the single displacement $-\ln T$ equals $s$ only to lowest order; beyond that it depends on the phases. Its $1/T-1$ is larger than its $-\ln T$ by about $s^2/2$.

## The general procedure

1. Choose $N$ so that $s\ll1$ and $2k$ lies on the grid $2\pi m/N$.
2. Draw Gaussian Fourier components with variance $NS(q)$, or construct the single displacement (8).
3. For each geometry set $\psi_N=1$, $\psi_{N+1}=e^{ik}$ and step to the left with the Schrödinger equation,
$$\psi_{n-1}=-\frac{E\psi_n+t_n\psi_{n+1}}{t_{n-1}} .$$
4. At the left end $\psi_0=A+B$ and $\psi_{-1}=Ae^{-ik}+Be^{ik}$. Eliminating $B$ gives the incoming amplitude $A=(\psi_0e^{ik}-\psi_{-1})/(2i\sin k)$, and $T=1/|A|^2$.
5. Report $1/\langle T\rangle-1$ for the ensemble or $-\ln T$ for the single displacement. Repeat at another length to confirm proportionality to $N$.

## What quantized phonons change

The stretch operator is linear in phonon creation and annihilation operators, whose squared matrix elements are $n+1$ and $n$. The reflection probabilities with emission and absorption are therefore $p(n+1)$ and $pn$, where

$$p=\frac{N\alpha^2\hbar\omega_{2k}}{2Kt^2\sin^2k} \tag{9}$$

and $n$ is the occupation at $2k$. Their sum $p(2n+1)$ equals the frozen $s$. The energy exchange shifts the final wavevector by about $\hbar\omega/(2t\sin k)$, which is neglected because $\hbar\omega\ll t$ and $S(q)$ is smooth on that scale.

In a metal the final state must also be empty. An electron from the left that is reflected ends in a left-moving state. To lowest order in $p$ these states are filled by the right contact, so their occupation is the right Fermi function; for electrons from the right the roles are exchanged. Let the left contact lie $eV$ above the right one. For two Fermi functions with chemical potentials differing by $y=\mu_1-\mu_2$, and $\beta=1/k_B\Theta$,

$$f_2(1-f_1)=e^{-\beta y}f_1(1-f_2)\ \Rightarrow\ f_1-f_2=f_1(1-f_2)(1-e^{-\beta y}).$$

Since $\int(f_1-f_2)\,dE=y$,

$$\int f_1(1-f_2)\,dE=F(y)\equiv\frac{y}{1-e^{-\beta y}} .$$

Emission by an electron from the left shifts the final energy down by $\hbar\omega$, so $y=eV-\hbar\omega$; absorption gives $y=eV+\hbar\omega$. Subtracting the reverse processes, to lowest order in $p$,

$$I=\frac{2e}h\Big\{eV-p\big[(n+1)F(eV-\hbar\omega)+nF(eV+\hbar\omega)-(n+1)F(-eV-\hbar\omega)-nF(\hbar\omega-eV)\big]\Big\}.$$

Hence $dI/dV=(2e^2/h)(1-pL)$ with

$$L=(n+1)\big[F'(eV-\hbar\omega)+F'(-eV-\hbar\omega)\big]+n\big[F'(eV+\hbar\omega)+F'(\hbar\omega-eV)\big]. \tag{10}$$

**Zero temperature.** Here $n=0$, and $F'$ is 1 for positive and 0 for negative argument. The loss jumps from 0 to $p$ at $eV=\hbar\omega$: this is the emission threshold. The frozen loss $p(2n+1)$ equals $p$ on both sides, because zero-point motion is treated as static disorder.

**High bias.** For $eV-\hbar\omega\gg k_B\Theta$, the first and third derivatives in (10) are 1 and the others vanish, so $L=2n+1$. The frozen average supplies this high-bias loss at every bias.

**Zero bias.** Write $F(y)=y[1+n(y)]$ with $n(y)=1/(e^{\beta y}-1)$. Since $n'(y)=-\beta n(n+1)$,

$$F'(\hbar\omega)=1+n-xn(n+1).$$

Also $F(-y)=F(y)-y$, so $F'(-\hbar\omega)=1-F'(\hbar\omega)=-n+xn(n+1)$. Then

$$L(0)=2\big[(n+1)F'(-\hbar\omega)+nF'(\hbar\omega)\big]=2xn(n+1)=\frac{x}{2\sinh^2(x/2)} .$$

Dividing the frozen value $\coth(x/2)$ by this gives

$$\frac{\text{frozen}}{\text{inelastic}}=\frac{2\sinh(x/2)\cosh(x/2)}x=\frac{\sinh x}{x}. \tag{11}$$

The ratio tends to 1 at high temperature and grows exponentially at low temperature. Classical sampling, with $S=k_B\Theta/K$, replaces $\coth(x/2)$ by $2/x$. Since $\tanh(x/2)<x/2$, this value is smaller than the quantum frozen one. It still exceeds the inelastic value, by the factor $[\sinh(x/2)/(x/2)]^2>1$. For the zero-bias resistance at this order, classical sampling is the closer of the two.

These formulas describe a short segment fed by the contacts. In a long wire at low temperature the distribution must be found from the full inelastic Boltzmann equation.

## Worked numbers

Take $a=0.37$ nm, $t=0.8$ eV, $\alpha=1$ eV/nm, $K=40$ eV/nm², $M=23$ u, $N=200$ and $k=3\pi/8$. The segment is 74 nm long, $\sin^2k=0.854$ and $\hbar\omega_{2k}=15.75$ meV, which is $k_B$ times 182.8 K. Equation (9) gives

$$p=\frac{200\times1^2\times0.01575}{2\times40\times0.8^2\times0.854}=0.072 .$$

At 300 K, $x=182.8/300=0.609$ and $\coth(x/2)=3.38$, so, with one more digit of $p$, $s=0.0721\times3.38=0.244$. The added resistance is $0.244\times12.906=3.15$ kΩ, the resistivity 42.5 kΩ/µm and the backscattering mean free path $\ell$ is 303 nm.

Added resistance in units of $h/2e^2$:

| $\Theta$ (K) | sampled | $s$ | one displacement | inelastic |
|---:|---:|---:|---:|---:|
| 30 | 0.073 | 0.072 | 0.073 | 0.002 |
| 100 | 0.100 | 0.100 | 0.102 | 0.060 |
| 200 | 0.170 | 0.169 | 0.173 | 0.147 |
| 300 | 0.249 | 0.244 | 0.252 | 0.229 |

The sampled column uses 20,000 geometries, with a statistical error of about 0.002 at 300 K; the inelastic column is the lowest-order loss $pL(0)$. With classical statistics the sampled value rises from 0.079 at 100 K to 0.241 at 300 K, a factor 3.04 for a threefold temperature. With quantum statistics it levels off at the zero-point value, while the inelastic loss freezes out. At 300 K the classical value lies between the quantum frozen and the inelastic ones, as derived.

The three averages also separate at 300 K: $-\langle\ln T\rangle=0.245$, but $\langle1/T\rangle-1=0.316$, against 0.314 from $(e^{2s}-1)/2$. For a chain twelve times longer, $s=2.93$ while the sampled added resistance is 5.0, with a statistical error of about 0.15 from 3,000 geometries, so Ohm's law has failed.

At 300 K the single displacement with quadratic phases changes no bond length by more than 0.039 nm, and its $-\ln T$ exceeds $s$ by 3%. The size and sign of this deviation are not general: the reversed displacement $-\Delta_n$, with the same Fourier amplitudes, lies 0.6% below $s$, and at $k=\pi/4$ the two signs give $+7\%$ and $-7\%$. With equal phases one bond stretches by 0.361 nm. Its hopping falls to $\eta=1-0.361/0.8=0.549$, and (1) gives $1/T-1=0.47$, or $-\ln T=0.39$. The full calculation also gives 0.39, far above 0.244.

The phonon factors were tested on a clamped 40-bond segment with $\alpha$ reduced to 0.3 eV/nm, solving for an electron coupled to each quantized mode in turn. Relative to the frozen zero-point reflection, the summed emission from $n=0$ was 1.000; for $n=2$, emission was 2.997 and absorption 1.998. The expected values are 1, 3 and 2.

At 10 K the differential losses at $eV=0.5\hbar\omega$ and $1.5\hbar\omega$ are 0.00006 and 0.072 from (10). The frozen average gives 0.072 at both. A measurement of this model would show a 7% conductance step near 15.75 mV that frozen geometries cannot produce.

## Relation to a real metal

The spacing, mass and phonon energy are on the rough scale of sodium. The mean free path is not: bulk sodium at room temperature has a Drude mean free path of roughly 30 nm. In the chain the current relaxes at the rate $2w$, so the comparable path is $v/2w=\ell/2=152$ nm, five times larger. A one-channel chain and a bulk metal differ in several ways, so the comparison is only rough, but within the model the path depends strongly on the coupling: by (4) it scales as $1/\alpha^2$. A hopping that falls as the inverse square of the distance would give $\alpha=2t/a=4.3$ eV/nm and, with all else fixed, $\ell\approx16$ nm, or a Drude path of about 8 nm.

That value cannot simply be inserted. Electrons soften the spring constant at wavevector $2k$, by 8.7% for the chosen $\alpha$ at 300 K. The softening scales as $\alpha^2$ and would reach 163%, so the uniform chain would be unstable towards a Peierls distortion. The filling is $2k/\pi=0.75$ electrons per atom, whereas a neutral sodium chain has one, where the random-phase assumption is also unsafe.

Fixed bare springs are thus an assumption that fails at strong coupling. It also becomes less accurate on cooling, because the softening grows logarithmically as the temperature falls. In mean-field theory with a static lattice, an infinite uniform chain finally becomes unstable at any coupling. At weak coupling this happens only at an exponentially low temperature, where the quantum motion of the atoms can prevent it. The low-temperature results above, including the position of the conductance step, therefore belong to the model with fixed springs. For the chosen $\alpha$, replacing $K$ by $0.913K$ in the classical limit raises the added resistance by about 10%. Replacing the linear hopping law by an exponential one changes it by $-0.3\%$, and the thermal energy window changes $s$ by 0.2%. The rms stretch at 300 K is 6.9% of the spacing, large enough for anharmonic forces to matter; their effect is not calculated here. Phonon heating, also left out, would raise the loss at high bias through $n$.

The numerical output below lists the remaining values.

## Computed values

```
spacing 0.37 nm, hopping 0.8 eV, alpha 1.0 eV/nm
spring 40.0 eV/nm^2, mass 23.0 u, bonds 200
segment length 74.0 nm
k*a 1.1781 rad, Fermi energy -0.6123 eV
backscattering phonon 15.75 meV = 182.8 K
resistance quantum h/2e^2 12906.4 ohm
zero-point reflection p 0.0721
Added resistance in units h/2e^2:
T(K)  sampled  formula  one-displ.  inelastic  sinh(x)/x
  30  0.0726   0.0724   0.0732      0.00199    36.367
 100  0.1002   0.0997   0.1015      0.06014    1.658
 200  0.1704   0.1686   0.1732      0.14721    1.145
 300  0.2485   0.2439   0.2522      0.22943    1.063
classical sampled, 100 K 0.0792
classical sampled, 300 K 0.2409
classical formula, 300 K 0.2366
300 K: -<ln T> 0.2449, <1/T>-1 0.3157
300 K: (exp(2s)-1)/2 0.3144
300 K mean free path 303.4 nm
300 K resistivity 42.54 kohm/um
300 K added resistance 3148 ohm
12x longer: sampled 5.002, ohmic 2.927
equal phases, 300 K: -ln T 0.3939
largest stretch: equal phases 0.3609 nm
largest stretch: quadratic 0.0383 nm
energy window, one displ. +/- 0.2455
energy window, formula 0.2443
Quantized modes, reflection over frozen zero-point value:
n=0 emission 1.0000
n=2 emission 2.9974, absorption 1.9983
Differential loss at 10 K, bias 0.5 and 1.5 phonon energies:
frozen    0.0722  0.0718
inelastic 0.00006  0.07204
Neglected effects at 300 K:
2k spring softening by electrons 8.7 %
same with alpha = 2t/a = 4.32 eV/nm: 163 %
exponential hopping changes result -0.26 %
energy window changes s by 0.15 %
rms stretch 0.0256 nm = 6.9 % of spacing
```
